# Why weaker electron-vibration coupling can leave an undamped molecular junction hotter

A molecule sits between two metal electrodes, and electrons hop through one of its levels. Each hop can excite or de-excite a vibration. If the coupling between electron and vibration is made weaker, each hop is less likely to deposit a quantum, so it seems that the molecule must end up cooler. The first half of this reasoning is right. The conclusion needs more, because weaker coupling also slows the removal of quanta by the same electrons. When nothing else cools the vibration, its steady state depends on the balance between the two.

## A counter-example

Take one spinless level and one harmonic mode of quantum $\omega$, with $\hbar=1$:
$$H=\varepsilon_0 d^\dagger d+\omega b^\dagger b+\lambda\omega(b+b^\dagger)d^\dagger d+H_{\rm leads}.$$
Here $\lambda$ is the dimensionless coupling. With the level filled, completing the square gives
$$\omega b^\dagger b+\lambda\omega(b+b^\dagger)=\omega(b^\dagger+\lambda)(b+\lambda)-\lambda^2\omega .$$
The filled molecule therefore has the same quantum, a displaced well, and the level energy $\varepsilon=\varepsilon_0-\lambda^2\omega$. A hop changes $q$ quanta into $q'$ with the Franck-Condon weight
$$F(q,q')=|\langle q|e^{\lambda(b^\dagger-b)}|q'\rangle|^2 .$$
The matrix elements are real, and exchanging $q$ and $q'$ changes at most their sign, so $F$ is symmetric. Writing the operator as $e^{-\lambda^2/2}e^{\lambda b^\dagger}e^{-\lambda b}$, the lowest-order term that changes the number by $m$ gives
$$F(q,q+m)\simeq\frac{\lambda^{2m}}{(m!)^2}\frac{(q+m)!}{q!}\simeq\frac{(\lambda^2q)^m}{(m!)^2}\equiv R_m(q),$$
where the last form needs $q\gg m$ and $\lambda^2q\ll1$.

Let each lead exchange electrons with the level at rate $G\ll\omega$, so that hops are sequential and coherences between vibrational states can be dropped. The chemical potentials are $\pm V/2$, with $V$ the bias energy, and a gate holds $\varepsilon=0$. An electron entering while the vibration gains $m$ quanta needs energy $m\omega$. Summed over the leads, the rate is $GF(q,q+m)\,g(m)$ with
$$g(m)=f(m\omega-V/2)+f(m\omega+V/2),\qquad f(x)=\frac1{e^{x/kT}+1}.$$
An electron leaving in such a process has energy $-m\omega$ and needs an empty lead state. Since $1-f(-x)=f(x)$, the sum over leads again gives $g(m)$. The rates are thus equal for the empty and the filled molecule, and the charge-summed probability $P_q$ obeys a master equation of its own.

Now choose $\omega=0.020$ eV, a bias of 0.050 V and $T=4$ K. Then $V/2=1.25\,\omega$: a hop can emit one quantum but not two. With thermal tails neglected,
$$g(m)=0\ (m\ge2),\qquad g(m)=1\ (|m|\le1),\qquad g(m)=2\ (m\le-2).$$
The value 2 arises because an electron that absorbs two quanta can use either lead.

In the steady state the net flux across the cut between $q-1$ and $q$ vanishes. One-quantum hops have equal rates both ways and carry the upward flux $G\lambda^2q(P_{q-1}-P_q)$. Two-quantum hops go downward, and two of them cross the cut, $q\to q-2$ and $q+1\to q-1$. Hence
$$G\lambda^2q(P_{q-1}-P_q)=2G\frac{\lambda^4}{4}\left[q(q-1)P_q+(q+1)q\,P_{q+1}\right].$$
Dividing by $G\lambda^2q$,
$$P_{q-1}-P_q=\frac{\lambda^2}{2}\left[(q-1)P_q+(q+1)P_{q+1}\right]\simeq\lambda^2q\,P_q .$$
The last step uses the slow variation of $P$. So $dP/dq=-\lambda^2qP$, and
$$P(q)\propto e^{-\lambda^2q^2/2},\qquad \langle q\rangle=\frac{1/\lambda^2}{\sqrt{\pi/2}/\lambda}=\frac{\sqrt{2/\pi}}{\lambda}.$$
Since $\langle q^2\rangle=1/\lambda^2$, the spread is $\sqrt{1-2/\pi}/\lambda\simeq0.60/\lambda$. Typical values $q\sim1/\lambda$ give $\lambda^2q\sim\lambda$, so the neglected terms, including three-quantum absorption, are relative corrections of order $\lambda$.

Solving the master equation with the full weights $F$, at fixed bias, temperature and lead rate, gives:

| $\lambda$ | mean $q$ | $\sqrt{2/\pi}/\lambda$ | spread |
|---|---|---|---|
| 0.20 | 3.78 | 3.99 | 3.25 |
| 0.10 | 7.77 | 7.98 | 6.29 |
| 0.05 | 15.75 | 15.96 | 12.33 |
| 0.01 | 79.57 | 79.79 | 60.56 |

The means lie about 0.2 quantum below the law throughout, as a relative correction of order $\lambda$ implies. Reducing the coupling twentyfold raises the stored energy from 0.076 to 1.59 eV.

The heating is nevertheless slower. From the ground state the initial power is $G\lambda^2\omega$ to leading order. For $G=3.04\times10^{10}\ {\rm s^{-1}}$ and $\lambda=0.10$ this is
$$3.04\times10^{10}\times0.01\times0.020\simeq6.1\times10^6\ {\rm eV/s};$$
the full weights give $6.0\times10^6$ eV/s, and $1.5\times10^6$ eV/s at $\lambda=0.05$. Halving the coupling cuts the initial heating about fourfold while it doubles the final mean.

## The general statement and its derivation

Let $N$ be the largest number of quanta that a hop can emit, the integer part of $V/2\omega$, with $N\ge1$ and $V/2\omega$ not an integer. For a harmonic mode, a centred level, equal lead rates, cold leads, $G/\omega\to0$ and no external damping, the steady distribution for $\lambda\to0$ is, to leading order,
$$P(q)\propto\exp\left[-\frac{2\lambda^{2N}q^{N+1}}{((N+1)!)^2}\right].$$
Its width grows without bound, as $\lambda^{-2N/(N+1)}$. The order of limits matters: at each fixed $\lambda$ one waits until the steady state is reached, and only then compares smaller and smaller $\lambda$. At $\lambda=0$ itself the vibration keeps whatever distribution it had.

To derive this, consider hops of length $m$ across a cut. There are $m$ pairs of states, $q$ and $q+m$, that straddle it. For $m\le N$ both directions have $g=1$, and each pair carries the upward flux
$$GR_m(P_q-P_{q+m})\simeq-mGR_m\frac{dP}{dq}.$$
All $m$ pairs carry $-m^2GR_m\,dP/dq$. Because $R_m\propto(\lambda^2q)^m$ and $\lambda^2q$ will turn out to be small, $m=1$ dominates and gives $-G\lambda^2q\,dP/dq$. This is diffusion. It spreads the distribution but supplies no restoring drift.

For $m\ge N+1$ emission is blocked, and absorption has weight 2. The $m$ pairs carry the downward flux $2mGR_mP$, in which $m=N+1$ dominates. Zero net flux requires
$$G\lambda^2q\frac{dP}{dq}+2(N+1)G\frac{(\lambda^2q)^{N+1}}{((N+1)!)^2}P=0,$$
and therefore
$$\frac1P\frac{dP}{dq}=-\frac{2(N+1)}{((N+1)!)^2}\lambda^{2N}q^N .$$
Integration gives the stated law. The rate $G$ has cancelled, and so has one factor $\lambda^2$. What remains is the ratio of the first unbalanced process to the balanced one, and that ratio vanishes with the coupling.

The characteristic number of quanta is
$$q_*=\left[\frac{((N+1)!)^2}{2}\right]^{1/(N+1)}\lambda^{-2N/(N+1)}.$$
Thus $q_*\to\infty$, which justifies the continuum, while $\lambda^2q_*\propto\lambda^{2/(N+1)}\to0$, which justifies keeping the leading weights. With $y=q/q_*$,
$$\langle q\rangle=q_*\frac{\int_0^\infty y\,e^{-y^{N+1}}dy}{\int_0^\infty e^{-y^{N+1}}dy}=q_*\frac{\Gamma(2/(N+1))}{\Gamma(1/(N+1))},$$
where $\Gamma$ is the gamma function. For $N=1$ this returns $\sqrt{2/\pi}/\lambda$.

A second case, $V/2=2.5\,\omega$, has $N=2$ and predicts $\langle q\rangle\propto\lambda^{-4/3}$. The master equation gives means of 59.0 at $\lambda=0.06$ and 146.4 at $\lambda=0.03$, against 56.4 and 142.1 from the law. The logarithmic slope is $-1.31$. Agreement is slower here because the corrections scale as $\lambda^{2/3}$.

The time needed also follows from the flux. For $N=1$,
$$\frac{\partial P}{\partial t}=\frac{\partial}{\partial q}\left[G\lambda^2q\left(\frac{\partial P}{\partial q}+\lambda^2qP\right)\right].$$
Setting $x=\lambda q$ turns each derivative into $\lambda\,\partial/\partial x$, so
$$\frac{\partial P}{\partial t}=G\lambda^3\frac{\partial}{\partial x}\left[x\left(\frac{\partial P}{\partial x}+xP\right)\right].$$
The slowest relaxation rate is thus proportional to $G\lambda^3$, with a numerically determined factor 1.99. At $\lambda=0.10$ the full master equation gives a relaxation time of 17 ns.

## Where the widening stops

**An off-centre level.** Both entry and exit must be able to emit a quantum, which for cold leads requires $|\varepsilon|<V/2-\omega$, or 5 meV in the example. At 4 K the thermal tail narrows this range. The mean at $\lambda=0.01$ falls from about 80 for a centred level to about 70 at $|\varepsilon|=3$ meV and about 18 at 4 meV. Suppose instead that $V/2=\omega$ and $\varepsilon=-\omega/2$. An entering electron has $g(1)=1$ and $g(-1)=2$; a leaving one has $g(1)=0$ and $g(-1)=1$. Hops without a change of $q$ dominate at weak coupling and fill the level half the time. The average weights are then $1/2$ upward and $3/2$ downward. Flux balance gives $P_q/P_{q-1}=r=1/3$, so $\langle q\rangle=r/(1-r)=1/2$, however small $\lambda$ is. The two-charge master equation gives 0.500 at $\lambda=0.01$.

**Warm leads.** At finite temperature the one-quantum processes are already unbalanced. From $f(x)+f(-x)=1$ one has $g(-1)=2-g(1)$, hence $r=g(1)/[2-g(1)]$ and
$$\lim_{\lambda\to0}\langle q\rangle=\frac{g(1)}{2-2g(1)}\simeq\frac12e^{(V/2-\omega)/kT},$$
the last form holding for $kT\ll V/2-\omega$. For the example the limit is about $10^6$ at 4 K, but 1.07 at 77 K and 1.15 at 300 K. The equilibrium mean at 300 K is 0.86, so the excess there is only about 0.3 quantum in this limit.

**Level broadening.** The level decays at total rate $2G$. Its weight in the scattering states arriving from one lead is
$$\rho(E)=\frac{G}{2\pi(E^2+G^2)} .$$
For weak coupling at fixed $G$, the golden rule gives the emission rate from $q=0$ as
$$2\pi(\lambda\omega)^2\sum_{a,b}\int dE\,\rho(E)\rho(E-\omega)f_a(E)[1-f_b(E-\omega)],$$
where $a,b$ label the leads and $f_a$ is the occupation of lead $a$. For $G\ll\omega$, the peaks at $E=0$ and $E=\omega$ each contribute $\frac12\,G/(2\pi\omega^2)$ to the left-to-right integral, and the rate is $\lambda^2G$, as before. Absorption has $E+\omega$ in place of $E-\omega$.

With cold leads, subtracting emission from absorption leaves four equal tail integrals: one for left-to-left, one for right-to-right, and two end intervals for left-to-right. Right-to-left absorption is closed because $V>\omega$. With $v=V/2\omega$ and $G$ neglected in the tails, each integral is $G^2c_1/(4\pi^2\omega^3)$, where
$$c_1=\int_{v-1}^{v}\frac{dx}{x^2(x+1)^2}=\left[-\frac1x-\frac1{x+1}-2\ln\frac{x}{x+1}\right]_{v-1}^{v}.$$
The difference of rates is therefore $2\lambda^2G^2c_1/(\pi\omega)$, and
$$\lim_{\lambda\to0}\langle q\rangle=\frac{\lambda^2G}{2\lambda^2G^2c_1/(\pi\omega)}=\frac{\pi\omega}{2c_1G}.$$
For $v=1.25$ and $G=2\times10^{-5}$ eV, $c_1\simeq1.51$ and the limit is about 1040. Direct integration at zero temperature gives 1038. The table above leaves this loss out, which requires $\lambda\gg G/\omega$ as well as $G\ll\omega$. At the example's lead rate the loss lowers the mean at $\lambda=0.01$ by about 4%, and by less at the larger couplings in the table.

**External damping.** Let a cold environment remove quanta at rate $\kappa q$. For $N=1$ the flux balance acquires a further downward term, and for $\kappa\ll G\lambda^2$
$$\frac1P\frac{dP}{dq}=-\frac{\kappa}{G\lambda^2}-\lambda^2q .$$
For still weaker coupling, one-quantum processes dominate, $r=G\lambda^2/(G\lambda^2+\kappa)$, and $\langle q\rangle=G\lambda^2/\kappa\to0$. The usual expectation is then correct. The two terms are comparable at $q\sim1/\lambda$ when $\lambda^3\sim\kappa/G$, which locates a maximum of the heating. With a lifetime $1/\kappa=1\ \mu$s, $\kappa/G=3.3\times10^{-5}$ and this estimate is $\lambda\sim0.03$. The computed means are 7.6, 15.9 and 3.0 at $\lambda=0.10$, 0.03 and 0.01.

**Anharmonicity.** Replace the parabola by a Morse well of depth $D$, displaced rigidly when the level fills, and define $x_e=\omega/4D$. In oscillator units the potential begins as $x^2/2-\alpha x^3/2$, with $\alpha^2=2x_e$. For motion $A\cos\theta$ the cubic term adds a second harmonic $B\cos2\theta$, where $-4B=-B+\tfrac34\alpha A^2$, so $B=-\alpha A^2/4$. The squared ratio of the second to the first momentum harmonic is
$$\left(\frac{2B}{A}\right)^2=\frac{\alpha^2A^2}{4}=x_eq,$$
since $A^2\simeq2q$. A small rigid displacement acts through the momentum, so two-quantum hops now have weight $\lambda^2q\cdot x_eq$, already at order $\lambda^2$. Their interference with the harmonic amplitude changes sign between filling and emptying and cancels in the average over the equally occupied charge states. Multiplying by 2 for the leads and 2 for the pairs, and dividing by $\lambda^2q$, gives
$$\frac1P\frac{dP}{dq}=-(\lambda^2+4x_e)q,\qquad\langle q\rangle=\sqrt{\frac{2}{\pi(\lambda^2+4x_e)}} .$$
This holds while $x_eq\ll1$ and two-quantum emission stays blocked. For $D=2.5$ eV, $x_e=0.002$. Diagonalized Morse wells give 6.0 quanta at $\lambda=0.10$ and 8.6 at 0.01; the formula gives 5.9 and 8.9. The harmonic value of 80 at $\lambda=0.01$ is thus removed by a rather small anharmonicity. The coefficient 4 belongs to rigid displacement.

## The example beside a real junction

The parameters are round model values, chosen with a low-temperature single-molecule transistor and a soft mode in mind; they do not describe a particular device. For a moving mass of 100 u, $\lambda=0.10$ displaces the well by 0.0065 angstrom, and the undamped harmonic steady state has an rms amplitude of 0.13 angstrom. The model current is 2.4 nA. One assumption that a molecule on metal breaks seriously is the absence of damping. Take a vibrational lifetime of 10 ps to illustrate strong damping by the metal; the 1 $\mu$s used above stands for an idealized, very isolated mode. With 10 ps, $\kappa/G\simeq3.3$ and the mean at $\lambda=0.10$ falls from 7.8 to $0.01/3.3\simeq0.003$ quanta. At this coupling, a mean that grows as $\lambda$ is lowered needs a lifetime at least comparable with $1/(G\lambda^3)=33$ ns. For clearly shorter lifetimes, lowering $\lambda$ from 0.10 does mean a cooler vibration in this model. The remaining values are in the numerical output.

## Numbers as computed

```
vibrational quantum          0.020 eV
bias                         0.050 V
half bias / quantum          1.250
lead coupling, each lead     2.0e-05 eV
lead rate G                  3.039e+10 1/s
temperature                  4.0 K
kT                           3.447e-04 eV
moving mass                  100 u
oscillator length            0.0457 angstrom
coupling: mean quanta, law sqrt(2/pi)/lam, spread, energy
  0.20:   3.781   3.989   3.253  0.0756 eV
  0.10:   7.768   7.979   6.287  0.1554 eV
  0.05:  15.746  15.958  12.326  0.3149 eV
  0.03:  26.384  26.596  20.368  0.5277 eV
  0.02:  39.681  39.894  30.416  0.7936 eV
  0.01:  79.573  79.788  60.558  1.5915 eV
shape error at 0.02 / peak   0.0088
N=2 mean at 0.06, 0.03       58.99, 146.36
N=2 law at 0.06, 0.03        56.40, 142.11
N=2 log slope (law -4/3)     -1.3111
gap/(G lam^3), extrapolated  1.9899
gap/(G lam^3), continuum     1.9893
example coupling             0.10
well displacement            0.00647 angstrom
rms vibration amplitude      0.1315 angstrom
current                      2.422 nA
relaxation time              17.42 ns
initial heating at 0.10      6.017e+06 eV/s
initial heating at 0.05      1.515e+06 eV/s
allowed level offset         0.0050 eV
off-centre test, mean        0.4999
zero-coupling limit of the mean, and equilibrium mean
  leads at     4 K: 9.97e+05, 6.33e-26
  leads at    77 K: 1.068, 0.0516
  leads at   300 K: 1.153, 0.856
broadening limit, integral   1038.2
broadening limit, formula    1038.7
coupling: mean with lifetime 10 ps, 1 us
  0.20: 1.167e-02  3.773
  0.10: 3.008e-03  7.645
  0.05: 7.577e-04  13.950
  0.03: 2.732e-04  15.922
  0.02: 1.215e-04  10.939
  0.01: 3.038e-05  3.031
hottest scanned coupling, 1 us  0.03
lifetime scale 1/(G lam^3)   32.91 ns
Morse depth                  2.50 eV
Morse anharmonicity xe       0.00200
Morse wells, coupling: mean, law
  0.10: 6.021, 5.947
  0.02: 8.481, 8.706
  0.01: 8.602, 8.865
```
